# Backscattering Lengths of Isotropic Phonons from the Diffusive Limit

A layer of thickness $L$ lies between two phonon reservoirs whose temperatures differ by a small $\Delta T$, the left one being hotter. Heat flows across the layer, along $x$. Each contact absorbs every phonon that reaches it and emits isotropically at its own temperature.

Phonons of one frequency have speed $v$, relaxation time $\tau$ and free path $\Lambda=v\tau$. Their directions are isotropic in $d=1,2$ or $3$ dimensions, and $\mu=v_x/v$. Scattering is elastic, and each event gives the phonon a new, isotropically distributed direction. Angular brackets denote an average over all directions.

Let $C$ be the heat capacity per $d$-dimensional volume. Let $i(x,\mu)$ be the excess energy density above that of the cold contact, resolved by direction and normalized so that

$$u=\langle i\rangle,\qquad q=v\langle\mu i\rangle$$

are the total excess energy density and the heat flux. The hot contact emits $i=C\Delta T$, the cold one $i=0$. The steady Boltzmann equation $v\mu\,\partial_x i=(u-i)/\tau$ becomes

$$\mu\Lambda\,\frac{\partial i}{\partial x}=u-i. \tag{1}$$

Averaging (1) over directions gives $dq/dx=0$, so energy is conserved.

## (a) The Landauer form

**Question.** Find the conductance per cross-section without scattering, and relate the general conductance $G$ to the transmission $T$, the fraction of the energy flux entering from one contact that reaches the other.

**Solution.** Without scattering, all right-moving phonons have $i=C\Delta T$ and all left-moving ones have $i=0$. Half of the directions point right, so the right movers contribute $\tfrac12\langle|\mu|\rangle$ to the average of $\mu$ over all directions. Hence

$$q=\tfrac12Cv\langle|\mu|\rangle\Delta T\equiv K\Delta T,\qquad K=\tfrac12Cv\langle|\mu|\rangle .$$

With scattering, a fraction $T$ of this incident flux leaves at the far side. The cold contact contributes nothing to the excess, so $q=KT\Delta T$ and

$$G=KT .$$

Here $\Delta T$ is the difference between the contacts, not between points just inside the layer.

## (b) Matching to diffusion

**Question.** Suppose the transmission is written $T=\lambda/(\lambda+L)$. Which $\lambda$ gives Fourier's law for a long layer?

**Solution.** Far from the contacts, try a linear profile, $u=u_0+u'x$ with constant $u'$, and

$$i=u-\mu\Lambda u'.$$

The left side of (1) is $\mu\Lambda u'$, and the right side is $u-i=\mu\Lambda u'$. The average is also consistent, because $\langle\mu\rangle=0$. The flux is

$$q=v\langle\mu u\rangle-v\Lambda\langle\mu^2\rangle u'=-v\Lambda\langle\mu^2\rangle u'.$$

With $u'=C\,dT_{\rm loc}/dx$, where $T_{\rm loc}$ is the local temperature, the conductivity is

$$\kappa=Cv\Lambda\langle\mu^2\rangle .$$

A contact sets only the phonons entering the layer, while $u$ beside it also includes phonons arriving from inside. The linear profile, extended to the contact, therefore misses the contact value by an amount proportional to the flux, say $cq/v$. In a thick layer $c$ does not depend on $L$, since the region near one contact is unaffected by the other. Adding the drops gives

$$C\Delta T=\frac{qL}{v\Lambda\langle\mu^2\rangle}+\frac{2cq}{v}.$$

Now $1/T=K\Delta T/q$, so multiplication by $K/(Cq)=v\langle|\mu|\rangle/(2q)$ yields

$$\frac1T=\frac{\langle|\mu|\rangle}{2\Lambda\langle\mu^2\rangle}L+c\langle|\mu|\rangle. \tag{2}$$

The proposed form has $1/T=L/\lambda+1$. Equating the coefficients of $L$ gives

$$\lambda=\frac{\kappa}{K}=2\Lambda\frac{\langle\mu^2\rangle}{\langle|\mu|\rangle}. \tag{3}$$

The matching fixes the slope of $1/T$. It does not show that the constant in (2) is 1; that question returns in (d) and (e).

## (c) The three dimensions

**Question.** Evaluate $\lambda$ for $d=1,2,3$.

**Solution.** The squared direction cosines add to one and have equal averages, so $\langle\mu^2\rangle=1/d$. The other averages are

$$\langle|\mu|\rangle_1=1,\qquad
\langle|\mu|\rangle_2=\frac2\pi\int_0^{\pi/2}\cos\theta\,d\theta=\frac2\pi,\qquad
\langle|\mu|\rangle_3=\int_0^1\mu\,d\mu=\frac12 .$$

The last integral uses the fact that equal intervals of $\mu$ cover equal solid angles. Equation (3) gives

$$\lambda_1=2\Lambda,\qquad \lambda_2=2\Lambda\,\frac{1/2}{2/\pi}=\frac\pi2\Lambda,\qquad \lambda_3=2\Lambda\,\frac{1/3}{1/2}=\frac43\Lambda .$$

A numerical solution of the transport problem, set up in (e), tests these values without using (3). The increase of $1/T$ between $L=8\Lambda$ and $L=16\Lambda$ gives lengths of $2.0003\Lambda$, $1.5712\Lambda$ and $1.3339\Lambda$.

## (d) Why one dimension gives a factor of two

**Question.** Solve the one-dimensional problem for every $L$. Then let each scattering event reverse the direction with probability $p$.

**Solution.** Let $I_+$ and $I_-$ be the values of $i$ for right and left movers, so that $u=(I_++I_-)/2$. Equation (1) with $\mu=1$ and $\mu=-1$ reads

$$\Lambda\frac{dI_+}{dx}=u-I_+=-\frac{I_+-I_-}{2},\qquad
-\Lambda\frac{dI_-}{dx}=u-I_-=\frac{I_+-I_-}{2}.$$

Both derivatives equal $-(I_+-I_-)/(2\Lambda)$, so $J=I_+-I_-$ is constant. In units of $C\Delta T$, the contacts impose $I_+(0)=1$ and $I_-(L)=0$. Therefore $I_+(L)=J$, while integration gives $I_+(L)=1-JL/(2\Lambda)$. Equating the two,

$$T=J=\frac{1}{1+L/(2\Lambda)}=\frac{2\Lambda}{2\Lambda+L}.$$

In one dimension the form $T=\lambda/(\lambda+L)$ thus holds at every length within this model.

The energy density just inside the hot contact is $u(0)=[1+(1-J)]/2=1-J/2$, and at the other end $u(L)=J/2$. The internal drop is $1-T$ of the contact difference, and a drop $T/2$ sits at each contact. For $L=2\Lambda$, the numerical solution gives $T=0.5000$ and an internal drop of $0.5000$.

For reversal probability $p$, right movers turn back at the rate $p/\Lambda$ per unit distance, and so do left movers. Both derivatives become $-(p/\Lambda)J$, and the same steps give

$$T=\frac{\Lambda/p}{\Lambda/p+L},\qquad \lambda=\frac{\Lambda}{p}.$$

Isotropic scattering in one dimension means $p=1/2$: half of the events send the phonon onward, so the mean distance to a reversal is $2\Lambda$. If every event reverses the phonon, $\lambda=\Lambda$. The factor 2 therefore belongs to a free path defined by isotropic events. A random walk followed event by event through $L=3\Lambda$ gives $T=0.4001$ for $p=1/2$ and $0.2501$ for $p=1$; the formula gives $0.4$ and $0.25$.

## (e) Two and three dimensions at finite length

**Question.** Derive an equation for the energy density in the layer, find the transmission of a thin layer, and decide whether one $\lambda$ can serve at all lengths.

**Solution.** Put $s=x/\Lambda$, $S=L/\Lambda$ and $\phi=u/(C\Delta T)$, and measure $i$ in units of $C\Delta T$. For $\mu>0$, equation (1) is $\mu\,\partial_s i+i=\phi$. Multiplying by $e^{s/\mu}/\mu$ makes the left side a total derivative of $e^{s/\mu}i$; integrating from the hot contact, where $i=1$,

$$i(s,\mu)=e^{-s/\mu}+\int_0^s\phi(s')\,e^{-(s-s')/\mu}\,\frac{ds'}{\mu}.$$

Left movers start from $i=0$ at $s=S$. With $m=|\mu|$,

$$i(s,-m)=\int_s^S\phi(s')\,e^{-(s'-s)/m}\,\frac{ds'}{m}.$$

Let $\{\cdot\}$ be the average over forward directions alone. Each half of the directions has weight $1/2$ in $\phi=\langle i\rangle$, so

$$\phi(s)=\tfrac12\{e^{-s/\mu}\}+\tfrac12\int_0^S\Big\{\frac{e^{-|s-s'|/\mu}}{\mu}\Big\}\phi(s')\,ds'. \tag{4}$$

The transmission is the outgoing flux at $S$ divided by the incident flux:

$$T=\frac{1}{\{\mu\}}\left[\{\mu e^{-S/\mu}\}+\int_0^S\{e^{-(S-s')/\mu}\}\phi(s')\,ds'\right],\qquad \{\mu\}=\langle|\mu|\rangle. \tag{5}$$

Equations (4) and (5) are what the numerical solution solves.

For a thin layer, the first term of (5) is $\{\mu\}-S$ to leading order. In two and three dimensions, expanding the exponential fails for grazing directions with $\mu\lesssim S$. These are a fraction of order $S$ of all directions, and each gives an error of order $S$, so together they contribute order $S^2$. For the other directions the next term of the expansion, $S^2/(2\mu)$, averages to order $S^2\ln(1/S)$. Both corrections are negligible beside $S$.

The second term needs $\int\phi\,ds$. Exchanging the contacts turns $\phi(s)$ into $\phi(S-s)$. By linearity, the sum of the two solutions describes a layer between two equally hot contacts, where the energy density is 1 everywhere. Thus $\phi(s)+\phi(S-s)=1$, and $\int_0^S\phi\,ds=S/2$. To leading order $\{e^{-(S-s')/\mu}\}=1$, so the second term is $S/2$: half of the scattered energy still goes forward. Together,

$$1-T\simeq\frac{S-S/2}{\{\mu\}}=\frac{L}{2\langle|\mu|\rangle\Lambda}.$$

The form $\lambda/(\lambda+L)\simeq1-L/\lambda$ would therefore need

$$\lambda_{\rm thin}=2\langle|\mu|\rangle\Lambda=2\Lambda,\quad\frac4\pi\Lambda,\quad\Lambda\qquad(d=1,2,3).$$

At $L=0.001\Lambda$, the numerical solution gives $L/(1-T)=2.0010\Lambda$, $1.2767\Lambda$ and $1.0039\Lambda$. The ratio of the diffusive to the thin-layer length is

$$\frac{\lambda}{\lambda_{\rm thin}}=\frac{\langle\mu^2\rangle}{\langle|\mu|\rangle^2}=1,\quad\frac{\pi^2}{8},\quad\frac43 .$$

It exceeds 1 whenever $|\mu|$ varies, because $\langle\mu^2\rangle-\langle|\mu|\rangle^2$ is the variance of $|\mu|$. A single length serves both limits in one dimension, but not in two or three. Nor is the constant in (2) exactly 1 there: numerically it is about 1.04 in two dimensions and 1.07 in three, which matters less and less as the layer grows.

With $\lambda$ from (3), the form $\lambda/(\lambda+L)$ is thus an interpolation for $d=2,3$, and it overestimates $T$ in thin layers. At 15 lengths between $0.05\Lambda$ and $20\Lambda$, its largest error relative to the numerical solution is $+2.2\%$ in two dimensions and $+3.4\%$ in three, both at $L=0.65\Lambda$.

## (f) Many frequencies

**Question.** What replaces $\lambda$ when phonon groups $j$ have different free paths?

**Solution.** If energy is conserved within each group, their conductances add. With $K=\sum_jK_j$ and $\kappa=\sum_jK_j\lambda_j$, the long-layer limit is governed by

$$\bar\lambda=\frac\kappa K=\sum_j\frac{K_j}{K}\lambda_j .$$

At finite $L$, however, the interpolation gives $\bar T=\sum_j(K_j/K)\,\lambda_j/(\lambda_j+L)$. As a function of $\lambda$, the fraction $\lambda/(\lambda+L)$ has second derivative $-2L/(\lambda+L)^3<0$. It is concave, so $\bar T\le\bar\lambda/(\bar\lambda+L)$: at given $\kappa$ and $K$, a spread of free paths lowers the conductance.

## (g) A silicon layer

**Question.** Estimate the conductance across 100 nm of silicon at 300 K, and judge the result. Use the rough one-group values $C=0.9$ MJ/(m³ K), $v=1800$ m/s and $\Lambda=270$ nm.

**Solution.** In three dimensions $\kappa=Cv\Lambda/3=145.8$ W/(m K) and $K=Cv/4=405$ MW/(m² K). Then

$$\lambda=\tfrac43(270\ \text{nm})=360\ \text{nm},\qquad T=\frac{360}{360+100}=0.783,$$

$$G=405\times0.783=317\ \text{MW/(m}^2\text{ K)}.$$

The apparent conductivity is $GL=31.7$ W/(m K), about a fifth of the bulk value. Fourier's law applied between the contacts would give $\kappa/L=1458$ MW/(m² K), which exceeds even the ballistic conductance $K$. For 10 nm and 1000 nm, $GL$ is 3.9 and 107 W/(m K).

The numerical solution of (4) and (5) gives $T=0.759$ and $G=308$ MW/(m² K), so the interpolation is 3.1% high. Putting $\Lambda$ in place of $\lambda$ gives $T=270/370=0.730$, which is 3.9% below the numerical solution. At this thickness the two choices err by similar amounts. At 10 nm, $\Lambda$ is the better choice: it gives $270/280=0.964$, against 0.966 from the numerical solution and 0.973 from $\lambda$. This agrees with $\lambda_{\rm thin}=\Lambda$. In long layers the factor $4/3$ matters fully: at $L=100\Lambda$, using $\Lambda$ lowers $G$ by 24.8% relative to the matched form.

The parameters reproduce a conductivity close to that of bulk silicon, roughly 150 W/(m K). They are effective values: $v$ is well below silicon's sound speeds, and $C$ is below its full heat capacity. The bulk conductivity fixes only the product $K\lambda$, so $K$ itself rests on the chosen $C$ and $v$. With the same $\kappa$ but twice the $K$, $G$ would be 521 instead of 317 MW/(m² K). Simple isotropic models of silicon's acoustic branches give $K$ of roughly 600 to 640 MW/(m² K), so 405 is on the low side. The larger $K$ raises $G$, while the spread of free paths discussed below lowers it, and in such models the two largely cancel at 100 nm. Ideal contacts are another strong assumption. Two interfaces of a rough 200 MW/(m² K) each, added in series, reduce $G$ from 317 to

$$\left(\frac1{317}+\frac2{200}\right)^{-1}=76\ \text{MW/(m}^2\text{ K)}.$$

Both this estimate and the next assume that the contact material has the same $K$ as the layer and that phonons leave the interfaces in random directions. The sum applies if the 200 is defined by the temperature jump between the two sides of the interface. If it is defined between reservoirs, each interface resistance already contains a ballistic part $1/K$, which the layer's $1/G$ contains too. Subtracting $2/K$ from the sum of resistances then gives about 122 MW/(m² K).

The other neglected effects are smaller in these simple estimates:

- **Spread of free paths.** Take a Debye spectrum with constant speed, classical heat capacity and $\lambda=\lambda_c/y^2$, where $y$ is frequency over cutoff. The conductance weight is $3y^2$, so $\bar\lambda=3\lambda_c$ and $\lambda_c=120$ nm. The mean transmission $\int_0^1 3y^2\lambda_c/(\lambda_c+Ly^2)\,dy$ is 0.682, and $G$ falls by 12.8%. Real branches flatten toward the zone edge, which widens the spread. With sine-shaped acoustic branches and a scattering rate proportional to frequency squared, the fall is about twice as large.
- **Temperature.** At 400 K, with $\Lambda$ inversely proportional to temperature and $C$ and $v$ held fixed, $\lambda=270$ nm and $G$ falls by 6.8%.
- **Crystal anisotropy.** If all modes share the same $\Lambda$ but the group velocity $\mathbf v$ depends on direction, (3) becomes $\lambda=2\Lambda\langle v_x^2/|\mathbf v|\rangle/\langle|v_x|\rangle$, averaged over modes. For long acoustic waves with rough elastic constants $c_{11},c_{12},c_{44}=166,64,80$ GPa, $\lambda/\Lambda$ is 1.41 along [001] and 1.30 along [111], instead of 1.33. Halving the angular mesh moves these by less than $10^{-4}$. The transmission becomes 0.792 or 0.778. The conductance moves the other way: $\kappa$ is the same along every axis of a cubic crystal, so a larger $\lambda$ means a smaller $K=\kappa/\lambda$. At fixed $\kappa$, $G=\kappa/(\lambda+L)$ becomes 303 or 323 MW/(m² K).
- **Wave effects.** The estimate $hv/(k_BT_0)$ at $T_0=300$ K is 0.29 nm with the effective $v$, but a wavelength is set by the phase velocity. With silicon's sound speeds, roughly 5800 and 8400 m/s, it is 0.9 to 1.4 nm, not far above the shortest phonon wavelength the lattice allows, about 0.5 nm. Most thermal phonons thus have wavelengths of the order of a nanometre. This is far below 100 nm and supports treating phonons as particles inside the layer.

Most of the computed values are in the numerical output below.

## Numbers as computed

```
Dimension tests (lengths in units of Lam)
d=1: <|mu|> = 1.0000, <mu^2> = 1.0000, lam formula = 2.0000
  slab solution: long-layer length = 2.0003, thin-layer length = 2.0010
  largest error of lam/(lam+L), L/Lam 0.05 to 20: -0.02 % at L/Lam = 20.00
d=2: <|mu|> = 0.6366, <mu^2> = 0.5000, lam formula = 1.5708
  slab solution: long-layer length = 1.5712, thin-layer length = 1.2767
  largest error of lam/(lam+L), L/Lam 0.05 to 20: 2.24 % at L/Lam = 0.65
d=3: <|mu|> = 0.5000, <mu^2> = 0.3333, lam formula = 1.3333
  slab solution: long-layer length = 1.3339, thin-layer length = 1.0039
  largest error of lam/(lam+L), L/Lam 0.05 to 20: 3.36 % at L/Lam = 0.65
1D, L = 2 Lam: T = 0.5000, internal drop / contact difference = 0.5000
1D walk, L = 3 Lam, reversal probability 0.5: T = 0.4001, formula 0.4000
1D walk, L = 3 Lam, reversal probability 1.0: T = 0.2501, formula 0.2500
Silicon layer, rough grey parameters, 300 K
C = 0.90 MJ/(m^3 K), v = 1800 m/s, Lam = 270 nm, L = 100 nm
bulk conductivity = 145.8 W/(m K)
ballistic conductance = 405.0 MW/(m^2 K)
same Lam, d=1: lam = 540.0 nm, T = 0.8438
same Lam, d=2: lam = 424.1 nm, T = 0.8092
same Lam, d=3: lam = 360.0 nm, T = 0.7826
3D conductance = 317.0 MW/(m^2 K)
apparent conductivity G*L = 31.70 W/(m K)
diffusion alone, kappa/L = 1458.0 MW/(m^2 K)
slab solution T = 0.7593, mesh shift = 2.4e-07
slab conductance = 307.5 MW/(m^2 K)
formula error against slab = 3.07 %
using Lam for lam: T = 0.7297, change in G = -6.8 %
same mistake at L = 100 Lam: change in G = -24.8 %
L = 10 nm: T = 0.9730, slab T = 0.9658, G*L = 3.94 W/(m K)
L = 1000 nm: T = 0.2647, slab T = 0.2602, G*L = 107.21 W/(m K)
Neglected effects, 100 nm layer
spread of free paths: lam at cutoff = 120.0 nm, mean T = 0.6822, change in G = -12.8 %
two interfaces of rough 200 MW/(m^2 K): series G = 76.0 MW/(m^2 K)
400 K, Lam as 1/temperature: lam = 270.0 nm, T = 0.7297, change in G = -6.8 %
rough elastic constants c11, c12, c44 = 166, 64, 80 GPa
anisotropic silicon [001]: lam/Lam = 1.411, mesh shift = 8.6e-05, T = 0.7921
anisotropic silicon [111]: lam/Lam = 1.301, mesh shift = 1.9e-05, T = 0.7785
thermal wavelength h*v/(k*300 K) = 0.29 nm
```
